# Band gap of a semiconducting carbon nanotube by zone folding: test program

```python
"""Gap of a semiconducting carbon nanotube from graphene zone folding.

Result under test: E_gap = 2 a t / d to leading order in a/d, if n - m is
not a multiple of 3; the gap is zero otherwise.
a: bond length (nm), t: hopping (eV), d: tube diameter (nm),
(n, m): integers of the circumference vector C = n a1 + m a2.
Next order (trigonal warping): factor 1 + s (a / 6d) cos(3 theta),
theta: chiral angle from a1, s = -1 or +1 for n - m = 1 or 2 modulo 3.
Tunnelling exponent in a field F: 2 pi a t / (3 d^2 e F).
"""
from math import gcd
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

a = 0.142
t = 2.7
a1 = a * np.array([1.5, np.sqrt(3) / 2])
a2 = a * np.array([1.5, -np.sqrt(3) / 2])


def diameter(n, m):
    return np.linalg.norm(n * a1 + m * a2) / np.pi


def leading_gap(n, m):
    return 2 * a * t / diameter(n, m)


def warped_gap(n, m):
    c = n * a1 + m * a2
    cos_theta = c @ a1 / (np.linalg.norm(c) * np.linalg.norm(a1))
    theta = np.arccos(np.clip(cos_theta, -1, 1))
    sign = {1: -1, 2: 1}[(n - m) % 3]
    return leading_gap(n, m) * (
        1 + sign * a / (6 * diameter(n, m)) * np.cos(3 * theta))


def build_tube(n, m):
    """Return the number of two-atom cells and the list of all bonds."""
    g = gcd(2 * m + n, 2 * n + m)
    t1, t2 = (2 * m + n) // g, -((2 * n + m) // g)
    det = n * t2 - m * t1

    def reduce_cell(i, j):
        p = (i * t2 - j * t1) // det
        q = (n * j - m * i) // det
        return (i - p * n - q * t1, j - p * m - q * t2), q

    r = n + m + abs(t1) + abs(t2)
    cells = sorted({reduce_cell(i, j)[0]
                    for i in range(-r, r + 1) for j in range(-r, r + 1)})
    assert len(cells) == abs(det)
    index = {cell: number for number, cell in enumerate(cells)}
    bonds = []
    for (i, j), number in index.items():
        for di, dj in ((0, 0), (-1, 0), (0, -1)):
            partner, q = reduce_cell(i + di, j + dj)
            pos_a = i * a1 + j * a2
            pos_b = (i + di) * a1 + (j + dj) * a2 + (a1 + a2) / 3
            bonds.append((number, index[partner], q, pos_a, pos_b))
    return len(cells), bonds


def folded_gap(n, m):
    """Minimum gap of the pi electrons over the axial wave number.

    The Hamiltonian only links the two sublattices, so its eigenvalues
    are plus and minus the singular values of the linking block.
    """
    size, bonds = build_tube(n, m)
    row = np.array([b[0] for b in bonds])
    col = np.array([b[1] for b in bonds])
    shift = np.array([b[2] for b in bonds])

    def gap_at(k):
        block = np.zeros((size, size), complex)
        np.add.at(block, (row, col), -t * np.exp(1j * k * shift))
        return 2 * np.linalg.svd(block, compute_uv=False)[-1]

    grid = np.linspace(0, np.pi, 31)
    values = [gap_at(k) for k in grid]
    best = int(np.argmin(values))
    step = grid[1]
    fit = minimize_scalar(gap_at, method="bounded",
                          bounds=(grid[best] - step, grid[best] + step),
                          options={"xatol": 1e-9})
    return min(values[best], fit.fun)


# Round model parameters (eV) for s and p orbitals; p site energy is zero.
E_S, V_SS, V_SP, V_PP_SIGMA = -7.0, -5.0, 5.0, 5.5


def four_orbital_gap(n, m, rolled):
    """Gap at zero axial wave number with s, px, py, pz on each atom."""
    size, bonds = build_tube(n, m)
    c = n * a1 + m * a2
    around = c / np.linalg.norm(c)
    along = np.array([-around[1], around[0]])
    radius = diameter(n, m) / 2

    def place(r):
        x, z = r @ around, r @ along
        if not rolled:
            return np.array([x, 0.0, z])
        return np.array([radius * np.cos(x / radius),
                         radius * np.sin(x / radius), z])

    atoms = 2 * size
    ham = np.zeros((4 * atoms, 4 * atoms))
    for atom in range(atoms):
        ham[4 * atom, 4 * atom] = E_S
    for ia, ib, _, pos_a, pos_b in bonds:
        u = place(pos_b) - place(pos_a)
        u /= np.linalg.norm(u)
        block = np.zeros((4, 4))
        block[0, 0] = V_SS
        block[0, 1:] = V_SP * u
        block[1:, 0] = -V_SP * u
        block[1:, 1:] = (V_PP_SIGMA + t) * np.outer(u, u) - t * np.eye(3)
        p, q = 4 * ia, 4 * (size + ib)
        ham[p:p + 4, q:q + 4] += block
        ham[q:q + 4, p:p + 4] += block.T
    levels = np.linalg.eigvalsh(ham)
    return levels[2 * atoms] - levels[2 * atoms - 1]


# The cone at K: explicit phase sum against the slope 3a/2.
K = np.array([0.0, 4 * np.pi / (3 * np.sqrt(3) * a)])


def phase_sum(k):
    return abs(1 + np.exp(-1j * k @ a1) + np.exp(-1j * k @ a2))


assert phase_sum(K) < 1e-12
for phi in np.linspace(0, 2 * np.pi, 13):
    unit = np.array([np.cos(phi), np.sin(phi)])
    q_small = 1e-4 / a
    assert abs(phase_sum(K + q_small * unit) / (1.5 * a * q_small) - 1) < 1e-4
    q_mid = 0.02 / a
    second = phase_sum(K + q_mid * unit) / (1.5 * a * q_mid) - 1
    assert abs(second - a * q_mid / 4 * np.sin(3 * phi)) < (a * q_mid) ** 2

# Distance from K to the nearest allowed line, by search over all lines.
for n in range(4, 21):
    for m in range(0, n + 1):
        c = n * a1 + m * a2
        lines = 2 * np.pi * np.arange(-5, 30)
        distance = np.min(abs(lines - K @ c)) / np.linalg.norm(c)
        expected = 0 if (n - m) % 3 == 0 else 2 / (3 * diameter(n, m))
        assert abs(distance - expected) < 1e-9

# Gaps of tubes built atom by atom.
semiconducting = [(16, 0), (17, 0), (8, 4), (10, 5), (12, 8), (100, 0)]
gaps = {}
for tube in semiconducting:
    gaps[tube] = folded_gap(*tube)
    ratio = a / diameter(*tube)
    lead = leading_gap(*tube)
    assert abs(gaps[tube] / lead - 1) < 0.2 * ratio
    # The remainder after the warping term is of second order in a/d.
    assert abs(gaps[tube] - warped_gap(*tube)) / lead < 0.3 * ratio ** 2
metallic = {tube: folded_gap(*tube) for tube in [(18, 0), (10, 4)]}
assert max(metallic.values()) < 1e-5

# Curvature: the flat four-orbital sheet must return the folded gap.
n0, m0 = 17, 0
flat = four_orbital_gap(n0, m0, rolled=False)
assert abs(flat - gaps[(n0, m0)]) < 1e-7
curved = {n: four_orbital_gap(n, 0, rolled=True) for n in (16, 17, 35)}
curve_shift = {16: curved[16] - gaps[(16, 0)],
               17: curved[17] - gaps[(17, 0)],
               35: curved[35] - folded_gap(35, 0)}
assert abs(curve_shift[35]) < abs(curve_shift[17])


# Tunnelling: decaying lattice waves of a zigzag tube against the formula.
def lattice_exponent(n, field):
    c = 2 * np.cos(np.pi * round(2 * n / 3) / n)
    half = t * abs(1 + c)

    def integrand(angle):
        energy = half * np.sin(angle)
        cosh_value = (1 + c * c - (energy / t) ** 2) / (2 * abs(c))
        kappa = np.arccosh(max(cosh_value, 1.0)) / (1.5 * a)
        return kappa * half * np.cos(angle)

    return 2 / field * quad(integrand, -np.pi / 2, np.pi / 2)[0]


def cone_exponent(n, field):
    return 2 * np.pi * a * t / (3 * diameter(n, 0) ** 2 * field)


field = 0.05  # V/nm
# The formula is the leading order in a/d: the error falls as 1/n.
assert abs(lattice_exponent(17, field) / cone_exponent(17, field) - 1) < 0.15
assert abs(lattice_exponent(170, field) / cone_exponent(170, field) - 1) < 0.015

# Worked example.
d = diameter(n0, m0)
gap = leading_gap(n0, m0)
full = gaps[(n0, m0)]
hbar_v = 1.5 * a * t
speed = hbar_v * 1e-9 * const.e / const.hbar
temperature = 300.0
kT = const.k * temperature / const.e
eps_r = 4.0
coulomb = const.e / (4 * np.pi * const.epsilon_0 * eps_r * d * 1e-9)
exponent = cone_exponent(n0, field)
exponent_lattice = lattice_exponent(n0, field)

print(f"bond length a = {a:.3f} nm, hopping t = {t:.2f} eV")
print(f"tube ({n0},{m0}): diameter d = {d:.4f} nm, a/d = {a / d:.4f}")
print(f"spacing of allowed lines 2/d = {2 / d:.4f} 1/nm")
print(f"distance of nearest line from K = {2 / (3 * d):.4f} 1/nm")
print(f"hbar v = {hbar_v:.4f} eV nm, v = {speed:.3e} m/s")
print(f"half gap a t/d = {gap / 2:.4f} eV")
print(f"gap 2 a t/d = {gap:.4f} eV")
print(f"gap from full zone folding = {full:.4f} eV")
print(f"warping shift = {1000 * (full - gap):.2f} meV"
      f" = {100 * (full / gap - 1):.2f} % of 2at/d")
print("tube: d (nm), 2at/d (eV), with warping term (eV), full folding (eV)")
for tube in semiconducting:
    print(f"  {tube}: {diameter(*tube):.4f}, {leading_gap(*tube):.4f},"
          f" {warped_gap(*tube):.4f}, {gaps[tube]:.4f}")
for tube, value in metallic.items():
    print(f"  {tube}: {diameter(*tube):.4f} nm, full folding {value:.1e} eV")
print(f"four-orbital model: E_s-E_p = {E_S:.1f} eV, ss = {V_SS:.1f} eV,")
print(f"  sp = {V_SP:.1f} eV, pp sigma = {V_PP_SIGMA:.1f} eV,"
      f" pp pi = {-t:.1f} eV")
print(f"  flat (17,0) gap = {flat:.4f} eV")
for n, value in curve_shift.items():
    print(f"  rolled ({n},0): gap = {curved[n]:.4f} eV,"
          f" curvature shift = {1000 * value:.2f} meV")
print(f"Coulomb scale at eps_r = {eps_r:.1f}: {coulomb:.3f} eV"
      f" = {coulomb / gap:.2f} of the gap")
print(f"kT at {temperature:.0f} K = {1000 * kT:.2f} meV,"
      f" gap/kT = {gap / kT:.1f}")
print(f"Boltzmann factor exp(-gap/2kT) = {np.exp(-gap / (2 * kT)):.2e}")
print(f"field = {field * 10:.2f} MV/cm")
print(f"tunnelling exponent: formula {exponent:.2f},"
      f" lattice waves {exponent_lattice:.2f}")
print(f"tunnelling probability: formula {np.exp(-exponent):.2e},"
      f" lattice waves {np.exp(-exponent_lattice):.2e}")
print("checks complete")
```

Printed output:

```
bond length a = 0.142 nm, hopping t = 2.70 eV
tube (17,0): diameter d = 1.3309 nm, a/d = 0.1067
spacing of allowed lines 2/d = 1.5027 1/nm
distance of nearest line from K = 0.5009 1/nm
hbar v = 0.5751 eV nm, v = 8.737e+05 m/s
half gap a t/d = 0.2881 eV
gap 2 a t/d = 0.5761 eV
gap from full zone folding = 0.5860 eV
warping shift = 9.88 meV = 1.71 % of 2at/d
tube: d (nm), 2at/d (eV), with warping term (eV), full folding (eV)
  (16, 0): 1.2526, 0.6122, 0.6006, 0.6002
  (17, 0): 1.3309, 0.5761, 0.5864, 0.5860
  (8, 4): 0.8285, 0.9255, 0.9112, 0.9078
  (10, 5): 1.0357, 0.7404, 0.7495, 0.7476
  (12, 8): 1.3650, 0.5618, 0.5585, 0.5575
  (100, 0): 7.8289, 0.0979, 0.0976, 0.0976
  (18, 0): 1.4092 nm, full folding 5.0e-16 eV
  (10, 4): 0.9778 nm, full folding 8.0e-16 eV
four-orbital model: E_s-E_p = -7.0 eV, ss = -5.0 eV,
  sp = 5.0 eV, pp sigma = 5.5 eV, pp pi = -2.7 eV
  flat (17,0) gap = 0.5860 eV
  rolled (16,0): gap = 0.5532 eV, curvature shift = -46.97 meV
  rolled (17,0): gap = 0.6095 eV, curvature shift = 23.48 meV
  rolled (35,0): gap = 0.2887 eV, curvature shift = 6.47 meV
Coulomb scale at eps_r = 4.0: 0.270 eV = 0.47 of the gap
kT at 300 K = 25.85 meV, gap/kT = 22.3
Boltzmann factor exp(-gap/2kT) = 1.45e-05
field = 0.50 MV/cm
tunnelling exponent: formula 9.07, lattice waves 9.93
tunnelling probability: formula 1.15e-04, lattice waves 4.87e-05
checks complete
```
